# Feshbach-Villars decoupling of the Klein-Gordon equation through order $c^{-2}$

## Problem

A spin-0 particle of mass $m$ and charge $q$ moves in static fields. Its potential energy is $V(\mathbf r)$ and its kinetic momentum is $\boldsymbol\pi=\mathbf p-q\mathbf A(\mathbf r)$. In Hartree atomic units the Klein-Gordon equation reads

$$(i\partial_t-V)^2\psi=(c^2\boldsymbol\pi^2+m^2c^4)\psi .$$

Write $T=\boldsymbol\pi^2/2m$, and hold $V$ and $q\mathbf A$ fixed when counting powers of $1/c$.

(a) Turn the equation into a two-component equation of first order in time, using
$$\psi=\varphi+\chi,\qquad (i\partial_t-V)\psi=mc^2(\varphi-\chi),$$
and find the conserved norm.

(b) Decouple the two components and give the positive-energy Hamiltonian through order $c^{-2}$.

(c) Decide whether it contains a Darwin term or a spin-orbit term. Find the order at which $V$ first enters a correction, and explain the difference from the Dirac equation.

(d) Test the result on the $2s$ and $2p$ levels for $m=1$, $V=-Z/r$, $\mathbf A=0$, $Z=10$.

## Solution

### (a) The two-component form

Let $D=i\partial_t-V$. The definitions give at once

$$D(\varphi+\chi)=mc^2(\varphi-\chi).$$

Applying $D$ to the second definition gives $D^2\psi=mc^2D(\varphi-\chi)$. The Klein-Gordon equation, divided by $mc^2$ and with $\boldsymbol\pi^2/m=2T$, then becomes

$$D(\varphi-\chi)=(2T+mc^2)(\varphi+\chi).$$

Half the sum and half the difference of these two equations are

$$D\varphi=T(\varphi+\chi)+mc^2\varphi,\qquad D\chi=-T(\varphi+\chi)-mc^2\chi .$$

Conversely, adding these rows restores the definition, and subtracting them restores the Klein-Gordon equation, so the two forms are equivalent. With $\Phi=(\varphi,\chi)^{T}$ and Pauli matrices $\tau_i$ acting on this pair,

$$i\partial_t\Phi=H\Phi,\qquad H=\tau_3mc^2+V+(\tau_3+i\tau_2)T .$$

The $\tau_i$ are not spin matrices: they act on the two components that replace $\psi$ and its time derivative.

Since $\tau_3 i\tau_2=\tau_1$, we have $\tau_3H=mc^2+\tau_3V+(1+\tau_1)T$, which is Hermitian. Hence $H^\dagger\tau_3=\tau_3H$, and

$$\frac{d}{dt}\int\Phi^\dagger\tau_3\Phi\,d^3r=i\int\Phi^\dagger(H^\dagger\tau_3-\tau_3H)\Phi\,d^3r=0 .$$

The conserved norm is $\int(|\varphi|^2-|\chi|^2)\,d^3r$. A transformation $\Phi'=U\Phi$ preserves it if $U^\dagger\tau_3U=\tau_3$, that is, $\tau_3U^\dagger\tau_3=U^{-1}$.

### (b) Decoupling

Split $H=\tau_3mc^2+\mathcal E+\mathcal O$ into parts that are diagonal (even) and off-diagonal (odd) in the two components:

$$\mathcal E=V+\tau_3T,\qquad \mathcal O=i\tau_2T .$$

Both are of order $c^0$. The products needed are

$$\tau_1\tau_3=-i\tau_2,\quad \tau_3\tau_1=i\tau_2,\quad \tau_1(i\tau_2)=-\tau_3,\quad (i\tau_2)\tau_1=\tau_3 .$$

Take $U=e^S$ with $S=\tau_1T/(2mc^2)$. Because $S^\dagger=S$ and $\tau_3S\tau_3=-S$, this $U$ preserves the norm. It is chosen to cancel $\mathcal O$:

$$[S,\tau_3mc^2]=\frac T2(\tau_1\tau_3-\tau_3\tau_1)=-i\tau_2T=-\mathcal O .$$

The fields are static, so $H'=e^SHe^{-S}=H+[S,H]+\tfrac12[S,[S,H]]+\dots$. Here

$$[S,H]=-\mathcal O+[S,\mathcal E]+[S,\mathcal O],$$
$$\tfrac12[S,[S,H]]=-\tfrac12[S,\mathcal O]+\tfrac12[S,[S,\mathcal E]]+\tfrac12[S,[S,\mathcal O]] .$$

Each $S$ carries a factor $c^{-2}$, and a product of two odd operators is even. Collecting the even terms,

$$H'_{\rm even}=\tau_3mc^2+\mathcal E+\tfrac12[S,\mathcal O]+\tfrac12[S,[S,\mathcal E]]+O(c^{-6}).$$

The term of order $c^{-2}$ is

$$\tfrac12[S,\mathcal O]=\frac{T^2}{4mc^2}\bigl(\tau_1i\tau_2-i\tau_2\tau_1\bigr)=-\tau_3\frac{T^2}{2mc^2}.$$

An odd part remains. Its leading term is

$$\mathcal O_1=[S,\mathcal E]=\tau_1\frac{[T,V]}{2mc^2}-i\tau_2\frac{T^2}{mc^2}.$$

A second transformation with $S_2=\tau_3\mathcal O_1/(2mc^2)$ removes it, because $[S_2,\tau_3mc^2]=-\mathcal O_1$. Now $S_2$ is of order $c^{-4}$ and $\mathcal O_1$ of order $c^{-2}$, so the even part changes by $\tfrac12[S_2,\mathcal O_1]$, which is of order $c^{-6}$. The upper block is therefore

$$\boxed{h_+=mc^2+T+V-\frac{T^2}{2mc^2}+O(c^{-4})}$$

For $\mathbf A=0$ the correction is $-p^4/(8m^3c^2)$.

**Check by elimination.** For a stationary state of energy $mc^2+\varepsilon$, the lower row reads $(2mc^2+\varepsilon-V+T)\chi=-T\varphi$, so $\chi=-T\varphi/(2mc^2)+O(c^{-4})$. The upper row, $\varepsilon\varphi=(T+V)\varphi+T\chi$, then gives the same $-T^2/(2mc^2)$. The norm contains $|\chi|^2$, of order $c^{-4}$, so $\varphi$ needs no renormalization at order $c^{-2}$.

**Range of validity.** The expansion is formal. It is meant for a smooth $V$ whose variation is small compared with $2mc^2$, and for states with $T\ll mc^2$. A constant added to $V$ only shifts all energies. A singular $V$ needs a separate test, as in part (d). The operator $-T^2$ is unbounded below, so the correction should be used as a perturbation and not diagonalized in an ever larger basis.

### (c) Darwin and spin-orbit terms

At order $c^{-2}$ the correction contains $T$ alone. There is no term in $\nabla^2V$, hence no Darwin term, and no term in $\nabla V$ coupled to a spin, hence no spin-orbit term. With a magnetic field, $T^2$ contains orbital magnetic terms but still no spin matrices.

The potential first enters a correction through $\tfrac12[S,[S,\mathcal E]]=\tfrac12[S,\mathcal O_1]$. The two pieces of $\mathcal O_1$ give

$$\Bigl[S,\tau_1\frac{[T,V]}{2mc^2}\Bigr]=\frac{[T,[T,V]]}{4m^2c^4},$$
$$\Bigl[S,-i\tau_2\frac{T^2}{mc^2}\Bigr]=-\frac{T^3}{2m^2c^4}(-2\tau_3)=\tau_3\frac{T^3}{m^2c^4},$$

so in the upper block the terms of order $c^{-4}$ are

$$\frac{T^3}{2m^2c^4}+\frac{[T,[T,V]]}{8m^2c^4}.$$

For $V=0$ the result agrees with the expansion of the free energy,
$$mc^2\sqrt{1+2T/mc^2}=mc^2+T-T^2/(2mc^2)+T^3/(2m^2c^4)-\dots$$

**Comparison with Dirac.** Take $\mathbf A=0$. The Dirac Hamiltonian is $\beta mc^2+V+\mathcal O_D$ with $\mathcal O_D=c\,\boldsymbol\alpha\cdot\mathbf p$. Its generator is $S_D=\beta\mathcal O_D/(2mc^2)$. Since $\beta$ anticommutes with $\mathcal O_D$ and with $[\mathcal O_D,V]$,

$$\tfrac12[S_D,[S_D,V]]=-\frac{[\mathcal O_D,[\mathcal O_D,V]]}{8m^2c^4}.$$

The Klein-Gordon term has the same form: with $\mathcal O=i\tau_2T$ and $(i\tau_2)^2=-1$, the expression $-[\mathcal O,[\mathcal O,V]]/(8m^2c^4)$ is the double commutator found above. But $\mathcal O_D$ is of order $c$, and two such factors raise the term to order $c^{-2}$. To evaluate it, use $[\boldsymbol\sigma\cdot\mathbf p,V]=-i\boldsymbol\sigma\cdot\nabla V$ and $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$. As operators, $\mathbf p\cdot\nabla V=-i\nabla^2V+\nabla V\cdot\mathbf p$ and $\mathbf p\times\nabla V=-\nabla V\times\mathbf p$, so

$$[\boldsymbol\sigma\cdot\mathbf p,[\boldsymbol\sigma\cdot\mathbf p,V]]=-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p),$$

and the Dirac upper block acquires

$$\frac{\nabla^2V}{8m^2c^2}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4m^2c^2}.$$

Thus the weaker odd coupling delays the effect of $V$ by two powers of $1/c$, and the absence of spin matrices removes the spin-orbit structure.

**What the statement depends on.** It refers to decoupling by odd generators. A further even transformation $e^{iG/c^2}$, with $G$ Hermitian, would add $i[G,T+V]/c^2$ to $h_+$ and could introduce derivatives of $V$. The energies would not change.

**Numerical test of the operators.** The algebra uses only the Hermiticity of $T$ and $V$, so it can be tested with finite matrices. The test model is a planar Gaussian well in a magnetic field with $m=1.5$. When $c$ is doubled from 20 to 40, the error of $h_+$ through order $c^{-2}$ falls by a factor 15.85, close to the 16 expected of an omitted $c^{-4}$ term. With the $c^{-4}$ terms included the factor is 63.3, close to 64. The $c^{-2}$ coefficient was also extrapolated from $c=60$ and $c=120$. For Klein-Gordon it differs from $-T^2/(2m)$ by a matrix of norm $5\times10^{-6}$. This is the error of the extrapolation, not a $V$-dependent term: the extrapolation leaves $1/(4\times60^4)$ times the $c^{-6}$ coefficient, and the free term $5T^4/(8m^3)$ with the largest eigenvalue $T=6.193$ already gives $5\times10^{-6}$. For a two-component planar Dirac Hamiltonian with the same well and field, the $V$-dependent part of the coefficient has norm 2.55 in the same basis of $8\times8$ oscillator functions. This number is not the size of the Darwin and spin-orbit terms. In a truncated basis $[\mathbf p,V]$ differs from $-i\nabla V$ for the highest functions, and most of the 2.55 comes from there; it grows with the basis size. With exact matrix elements in the same basis, the Darwin and spin-orbit operator has norm about 0.5. What matters is that the $V$-dependent part does not vanish.

### (d) The $2s$ and $2p$ levels

**Full Klein-Gordon levels.** Put $\psi=(u/r)Y_{lm}e^{-iEt}$ and divide the equation by $2c^2$:

$$-\tfrac12u''+\frac{l(l+1)-Z^2/c^2}{2r^2}u-\frac{ZE}{c^2r}u=\frac{E^2-c^4}{2c^2}u .$$

This is a nonrelativistic Coulomb problem with charge $ZE/c^2$ and a shifted centrifugal term. Near the origin $u\sim r^\gamma$ with $\gamma(\gamma-1)=l(l+1)-Z^2/c^2$. Finite kinetic energy requires $\gamma>\tfrac12$, which selects the root $\gamma=\tfrac12+\sqrt{(l+\tfrac12)^2-Z^2/c^2}$. For $s$ states this condition is needed, because the other root also gives a normalizable function. The effective principal quantum number is $\nu=n-l-1+\gamma$. The right-hand eigenvalue is $-(ZE/c^2)^2/(2\nu^2)$, which gives

$$E=\frac{c^2}{\sqrt{1+Z^2/(c^2\nu^2)}} .$$

The condition $\gamma>\tfrac12$ needs a real, nonzero square root, which for $s$ states means $Z/c<\tfrac12$. Here $Z/c=0.073$. A numerical solution of the radial equation, in a basis that already has the behavior $r^\gamma$ at the origin, agrees with this formula; it does not test the choice of root. The same root is obtained as the limit of a nuclear charge spread over a shell whose radius shrinks to zero.

**First-order shift.** The nonrelativistic level is $\varepsilon_0=-Z^2/8=-12.5$ hartree. Since $Tu=(\varepsilon_0+Z/r)u$,

$$\langle T^2\rangle=\|T\psi\|^2=\varepsilon_0^2+2\varepsilon_0Z\langle r^{-1}\rangle+Z^2\langle r^{-2}\rangle .$$

The norm form matters for $s$ states, because applying $T$ to $(Z/r)\psi$ would produce a delta function at the nucleus.

- For $2s$, $u=r(1-Zr/2)e^{-Zr/2}$. The integrals of $u^2$, $u^2/r$ and $u^2/r^2$ are $2/Z^3$, $1/(2Z^2)$ and $1/(2Z)$. Hence $\langle r^{-1}\rangle=Z/4$, $\langle r^{-2}\rangle=Z^2/4$, and $\langle T^2\rangle=Z^4(\tfrac1{64}-\tfrac1{16}+\tfrac14)=\tfrac{13}{64}Z^4$.
- For $2p$, $u=r^2e^{-Zr/2}$. The integrals are $24/Z^5$, $6/Z^4$ and $2/Z^3$. Hence $\langle r^{-1}\rangle=Z/4$, $\langle r^{-2}\rangle=Z^2/12$, and $\langle T^2\rangle=Z^4(\tfrac1{64}-\tfrac1{16}+\tfrac1{12})=\tfrac7{192}Z^4$.

For $2s$ the shift is $-2031.25/(2\times137.036^2)=-0.05408$ hartree. The comparison, in hartree, is:

| Level | $-\langle T^2\rangle/(2c^2)$ | Full shift |
|---|---|---|
| $2s$ | $-0.05408$ | $-0.05459$ |
| $2p$ | $-0.009707$ | $-0.009720$ |

The differences are 0.9% and 0.13% of the full shifts. They fall by factors 16.15 and 16.02 when $c$ is doubled, as a remainder of order $c^{-4}$ should. For these two levels the order $c^{-2}$ is therefore fully accounted for by $T^2$, even though the potential is singular.

**What a Darwin term would do.** For $V=-Z/r$, $\nabla^2V=4\pi Z\delta(\mathbf r)$. With $|\psi_{2s}(0)|^2=(4\pi\cdot2/Z^3)^{-1}=Z^3/(8\pi)$, a Dirac-type Darwin term would add

$$\frac{\pi Z}{2c^2}|\psi_{2s}(0)|^2=\frac{Z^4}{16c^2}=0.03328\ \text{hartree}.$$

The first-order shift would become $-0.02080$ hartree, far from the full value $-0.05459$.

**Reading the splitting.** The $2p$ level lies above $2s$ by 0.04487 hartree (1.221 eV). The order-$c^{-2}$ estimate is $Z^4/(12c^2)=0.04438$ hartree (1.208 eV). Even with no spin present, the shift depends on $l$, because $\langle r^{-2}\rangle$, and with it $\langle T^2\rangle$, is larger in the $s$ state. These are results for a point charge and a structureless spinless particle; nuclear size, nuclear recoil and radiative effects are left out.

The numerical output below gives the remaining digits.

## Computed results

```
MATRIX MODEL (mass 1.5, atomic units)
largest eigenvalue of T: 6.193 hartree
error ratios when c is doubled from 20 to 40 (dimensionless):
  h through c^-2: 15.85
  h through c^-4: 63.32
  chi = -T phi/(2mc^2): 15.85
  upper block after exp(S), through c^-4: 63.84
  lower block after exp(S), through c^-4: 63.84
  remaining odd block, through c^-2: 15.94
norm of V-dependent coefficient of c^-2 (atomic units):
  Klein-Gordon: 5.2e-06
  Dirac: 2.5466
COULOMB EXAMPLE (mass 1, charge -1)
Z = 10, c = 137.035999 a.u., Z/c = 0.072974
nonrelativistic n=2 level: -12.500000 hartree
1 hartree = 27.211386 eV
2s: <T^2> = 13*Z**4/64 = 2031.2500 hartree^2
2s: Klein-Gordon level - c^2 = -12.55459089 hartree
2s: closed-form level - c^2 = -12.55459089 hartree
2s: full shift = -0.05459089 hartree = -1.48549 eV
2s: -<T^2>/(2c^2) = -0.05408341 hartree = -1.47168 eV
2s: remainder = -5.075e-04 hartree, ratio on doubling c = 16.150
2p: <T^2> = 7*Z**4/192 = 364.5833 hartree^2
2p: Klein-Gordon level - c^2 = -12.50971950 hartree
2p: closed-form level - c^2 = -12.50971950 hartree
2p: full shift = -0.00971950 hartree = -0.26448 eV
2p: -<T^2>/(2c^2) = -0.00970728 hartree = -0.26415 eV
2p: remainder = -1.222e-05 hartree, ratio on doubling c = 16.018
2s: Dirac-type Darwin term would be 0.03328210 hartree
2s: first-order shift with it = -0.02080131 hartree
2p - 2s, full: 0.04487139 hartree = 1.22101 eV
2p - 2s, order c^-2: 0.04437613 hartree = 1.20754 eV
```
